# Limits on the Photoelectron Asymmetry Parameter for Randomly Oriented Targets: a numerical check

```python
"""
Result under test: one-photon dipole ionization of randomly oriented targets
by linearly polarized light gives I(theta) = A cos^2(theta) + B sin^2(theta),
A, B >= 0, so beta = 2(A-B)/(A+2B) lies between -1 and 2.
theta: angle between electron direction k and polarization e.
D(k): complex dipole-amplitude vector in the target frame, one per channel.
A: sphere average of |k.D|^2; B: half the average of |D perpendicular to k|^2.
s, d: amplitudes of the s and d waves leaving a p shell.
Hydrogen 2p is treated in atomic units (nonrelativistic, fixed nucleus).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(6)
azimuths = 2 * np.pi * np.arange(8) / 8

# Product quadrature over all rotations, exact for the fields used here.
euler, rotation_weights = [], []
for a in azimuths:
    for c, w in zip(cos_nodes, cos_weights):
        for g in azimuths:
            euler.append([a, np.arccos(c), g])
            rotation_weights.append(w / 2 / 64)
rotations = Rotation.from_euler("ZYZ", np.array(euler)).as_matrix()
rotation_weights = np.array(rotation_weights)
polarization = np.array([0.0, 0.0, 1.0])


def direction(cos_theta, phi=0.0):
    sin_theta = np.sqrt(1 - cos_theta**2)
    return np.array([sin_theta * np.cos(phi), sin_theta * np.sin(phi), cos_theta])


def random_orientation_intensity(field, cos_theta):
    k_body = rotations @ direction(cos_theta)
    e_body = rotations @ polarization
    amplitude = np.einsum("ni,nci->nc", e_body, field(k_body))
    return np.sum(rotation_weights * np.sum(abs(amplitude)**2, axis=1))


def fixed_target_intensity(field, cos_theta):
    amplitude = field(direction(cos_theta)[None, :])[0] @ polarization
    return np.sum(abs(amplitude)**2)


def p2_coefficient(intensity, field):
    values = np.array([intensity(field, c) for c in cos_nodes])
    p2 = (3 * cos_nodes**2 - 1) / 2
    return 5 * np.sum(cos_weights * p2 * values) / np.sum(cos_weights * values)


def sphere_averages(field):
    k = np.array([direction(c, p) for c in cos_nodes for p in azimuths])
    weights = np.repeat(cos_weights / 2 / 8, 8)
    vectors = field(k)
    along = np.einsum("ni,nci->nc", k, vectors)
    across = vectors - along[:, :, None] * k[:, None, :]
    A = np.sum(weights * np.sum(abs(along)**2, axis=1))
    B = np.sum(weights * np.sum(abs(across)**2, axis=(1, 2))) / 2
    return A, B


def beta_from_AB(A, B):
    return 2 * (A - B) / (A + 2 * B)


def random_field():
    def coefficients(*shape):
        return rng.normal(size=shape) + 1j * rng.normal(size=shape)
    c0, c1, c2 = coefficients(2, 3), coefficients(2, 3, 3), coefficients(2, 3, 3, 3)
    return lambda k: (c0[None] + np.einsum("cij,nj->nci", c1, k)
                      + np.einsum("cijl,nj,nl->nci", c2, k, k))


# Targets without symmetry: angular law, beta and bounds.
random_betas = []
for trial in range(30):
    field = random_field()
    A, B = sphere_averages(field)
    for c in (-1.0, -0.6, 0.0, 0.35, 0.8, 1.0):
        averaged = random_orientation_intensity(field, c)
        assert np.isclose(averaged, A * c**2 + B * (1 - c**2), rtol=1e-10)
    beta = p2_coefficient(random_orientation_intensity, field)
    assert np.isclose(beta, beta_from_AB(A, B), atol=1e-10)
    assert -1 <= beta <= 2
    random_betas.append(beta)
    if trial == 0:
        print(f"Random target: A = {A:.4f}, B = {B:.4f} (arb. units)")
        print(f"Random target: beta = {beta:.4f} (dimensionless)")
print(f"30 random targets: beta from {min(random_betas):.4f} to "
      f"{max(random_betas):.4f} (dimensionless)")

# A value just outside either bound makes the intensity negative somewhere.
cos_grid = np.linspace(-1, 1, 2001)
p2_grid = (3 * cos_grid**2 - 1) / 2
for beta, allowed in ((-1.01, False), (-1, True), (2, True), (2.01, False)):
    assert (np.min(1 + beta * p2_grid) >= -1e-12) == allowed


# p shell: three initial orbitals are the three channels.
def p_shell_field(s, d):
    unit = np.eye(3)
    return lambda k: (s * unit[None]
                      + d * (3 * k[:, :, None] * k[:, None, :] - unit[None]))


def p_shell_beta(s, d):
    return 2 * (abs(d)**2 + 2 * np.real(np.conj(s) * d)) / (abs(s)**2 + 2 * abs(d)**2)


for s, d in ((0.7 + 0.2j, -0.4 + 0.9j), (1.3, 0.5j), (1.0, 0.0), (0.0, 1.0)):
    computed = p2_coefficient(random_orientation_intensity, p_shell_field(s, d))
    assert np.isclose(computed, p_shell_beta(s, d), atol=1e-10)
lower = p2_coefficient(random_orientation_intensity, p_shell_field(-2.0, 1.0))
upper = p2_coefficient(random_orientation_intensity, p_shell_field(1.0, 1.0))
only_s = p2_coefficient(random_orientation_intensity, p_shell_field(1.0, 0.0))
only_d = p2_coefficient(random_orientation_intensity, p_shell_field(0.0, 1.0))
assert np.isclose(lower, -1, atol=1e-10) and np.isclose(upper, 2, atol=1e-10)
print(f"p shell, s = -2d: beta = {lower:.4f} (dimensionless)")
print(f"p shell, s = d: beta = {upper:.4f} (dimensionless)")
print(f"p shell, s wave only: beta = {abs(only_s):.4f} (dimensionless)")
print(f"p shell, d wave only: beta = {only_d:.4f} (dimensionless)")


# One axial target, first held along e and then randomly oriented.
def axial_field(k):
    return (k[:, 2]**2)[:, None, None] * polarization[None, None, :]


held = p2_coefficient(fixed_target_intensity, axial_field)
tumbling = p2_coefficient(random_orientation_intensity, axial_field)
assert np.isclose(held, 20 / 7) and np.isclose(tumbling, 8 / 7)
print(f"Axial target held along e: P2 coefficient = {held:.4f} (dimensionless)")
print(f"Same target, random orientation: beta = {tumbling:.4f} (dimensionless)")

# Hydrogen 2p.
hartree_eV = const.value("Hartree energy in eV")
binding_eV = hartree_eV / 8
wavelength_nm = 13.5
euv_eV = const.h * const.c / (wavelength_nm * 1e-9) / const.e


def scaled_legendre(upper_limit, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return upper_limit * (x + 1) / 2, upper_limit * w / 2


def partial_wave_amplitudes(k):
    """Radial integrals with unit-amplitude continuum waves, and phases."""
    r, w = scaled_legendre(80.0, 140)
    bound = r**2 * np.exp(-r / 2) / np.sqrt(24)
    assert np.isclose(np.sum(w * bound**2), 1, atol=1e-10)
    radial, phase = [], []
    for l in (0, 2):
        wave = np.array([float(mp.re(mp.coulombf(l, -1 / k, k * x))) for x in r])
        radial.append(np.sum(w * wave * r * bound))
        phase.append(float(mp.arg(mp.gamma(l + 1 - 1j / k))))
    return radial[0], radial[1], phase[0], phase[1]


def full_coulomb_wave_amplitudes(k):
    """Dipole integrals for k along z; common constant factors are dropped."""
    x, w = scaled_legendre(160.0, 200)
    confluent = np.array([complex(mp.hyp1f1(1j / k, 1, 1j * k * v)) for v in x])
    xi, eta = x[:, None], x[None, :]
    z, r = (xi - eta) / 2, (xi + eta) / 2
    common = (w[:, None] * w[None, :] * r * np.exp(-r / 2 - 1j * k * z)
              * confluent[:, None])
    along = np.sum(common * z**2)
    across = np.sum(common * xi * eta / 2)   # azimuthal mean of x^2
    return along, across


print(f"Hydrogen 2p binding energy = {binding_eV:.4f} eV")
print(f"EUV wavelength = {wavelength_nm:.1f} nm")
for photon_eV in (5.0, 20.0, euv_eV):
    electron_eV = photon_eV - binding_eV
    k = float(np.sqrt(2 * electron_eV / hartree_eV))
    R_s, R_d, phase_s, phase_d = partial_wave_amplitudes(k)
    s, d = R_s * np.exp(1j * phase_s), -R_d * np.exp(1j * phase_d)
    cos_phase = np.cos(phase_d - phase_s)
    beta = 2 * (R_d**2 - 2 * R_s * R_d * cos_phase) / (R_s**2 + 2 * R_d**2)
    without_interference = 2 * R_d**2 / (R_s**2 + 2 * R_d**2)
    along, across = full_coulomb_wave_amplitudes(k)
    A, B = abs(along)**2, abs(across)**2
    assert np.isclose(along / across, (s + 2 * d) / (s - d), rtol=1e-5)
    assert np.isclose(beta, beta_from_AB(A, B), atol=1e-6)
    assert -1 < beta < 2
    print(f"Photon energy = {photon_eV:.3f} eV")
    print(f"  electron energy = {electron_eV:.3f} eV, k = {k:.5f} 1/bohr")
    print(f"  R_s = {R_s:.6f}, R_d = {R_d:.6f} bohr^(3/2)")
    print(f"  cos(phase_d - phase_s) = {cos_phase:.5f} (dimensionless)")
    print(f"  A/B from full Coulomb wave = {A / B:.4f} (dimensionless)")
    print(f"  beta, partial waves = {beta:.5f} (dimensionless)")
    print(f"  beta, full Coulomb wave = {beta_from_AB(A, B):.5f} (dimensionless)")
    print(f"  beta without interference = {without_interference:.5f} (dimensionless)")

print("all assertions hold")
```

Running it gives:

```
Random target: A = 8.0559, B = 8.0202 (arb. units)
Random target: beta = 0.0030 (dimensionless)
30 random targets: beta from -0.2058 to 0.2872 (dimensionless)
p shell, s = -2d: beta = -1.0000 (dimensionless)
p shell, s = d: beta = 2.0000 (dimensionless)
p shell, s wave only: beta = 0.0000 (dimensionless)
p shell, d wave only: beta = 1.0000 (dimensionless)
Axial target held along e: P2 coefficient = 2.8571 (dimensionless)
Same target, random orientation: beta = 1.1429 (dimensionless)
Hydrogen 2p binding energy = 3.4014 eV
EUV wavelength = 13.5 nm
Photon energy = 5.000 eV
  electron energy = 1.599 eV, k = 0.34277 1/bohr
  R_s = 0.724377, R_d = 2.526344 bohr^(3/2)
  cos(phase_d - phase_s) = -0.59689 (dimensionless)
  A/B from full Coulomb wave = 6.4423 (dimensionless)
  beta, partial waves = 1.28929 (dimensionless)
  beta, full Coulomb wave = 1.28929 (dimensionless)
  beta without interference = 0.96052 (dimensionless)
Photon energy = 20.000 eV
  electron energy = 16.599 eV, k = 1.10452 1/bohr
  R_s = 0.085204, R_d = 0.209416 bohr^(3/2)
  cos(phase_d - phase_s) = 0.39855 (dimensionless)
  A/B from full Coulomb wave = 2.3606 (dimensionless)
  beta, partial waves = 0.62403 (dimensionless)
  beta, full Coulomb wave = 0.62403 (dimensionless)
  beta without interference = 0.92356 (dimensionless)
Photon energy = 91.840 eV
  electron energy = 88.439 eV, k = 2.54953 1/bohr
  R_s = 0.003771, R_d = 0.007950 bohr^(3/2)
  cos(phase_d - phase_s) = 0.84328 (dimensionless)
  A/B from full Coulomb wave = 1.2963 (dimensionless)
  beta, partial waves = 0.17977 (dimensionless)
  beta, full Coulomb wave = 0.17977 (dimensionless)
  beta without interference = 0.89888 (dimensionless)
all assertions hold
```
